# Double Macroscopic Averaging and the Potential Step at a Junction: a numerical check

```python
"""
Result under test: two box averages whose widths equal the two bulk periods
turn the planar-averaged potential energy U(z) of a junction into two flat
plateaus at the bulk cell means; their difference is the macroscopic step.
The interface profile itself is smeared over the filter window.

Symbols (Hartree atomic units):
  a1, a2        periods of the left and right material
  rho           planar-averaged charge density, positive for nuclei
  U             electron potential energy, U'' = 4 pi rho, zero at far left
  F             U after both box averages
  sigma         positive charge per area of one atomic plane
  s_nuc, s_el   Gaussian widths of the positive and electronic charge
  q_int, d_int  charge per area and separation of the interface dipole
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import cumulative_trapezoid, trapezoid

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
h = 0.01
first_index = -13000
z = h * np.arange(first_index, 15001)
a1, a2 = 5.0, 6.0
n_planes = 20
sigma1, sigma2 = 0.10, 0.12
s_nuc, s_el1, s_el2 = 0.4, 1.0, 1.2
q_int, d_int, s_int = 0.001, 2.0, 0.8


def idx(position):
    return int(round(position / h)) - first_index


def span(left, right):
    return slice(idx(left), idx(right) + 1)


def gauss(x, s):
    return np.exp(-0.5 * (x / s) ** 2) / (s * np.sqrt(2 * np.pi))


def box(f, width):
    """Centred box average by trapezoidal integration; constant outside."""
    half = int(round(width / h)) // 2
    assert abs(2 * half * h - width) < 1e-9
    padded = np.pad(f, half, mode="edge")
    integral = cumulative_trapezoid(padded, dx=h, initial=0.0)
    return (integral[2 * half:] - integral[:-2 * half]) / width


def integrate(f, left, right):
    return trapezoid(f[span(left, right)], dx=h)


def peak_to_peak(f, region):
    return np.ptp(f[region])


def first_harmonic(f, centre, period):
    wave = np.cos(2 * np.pi * (z - centre) / period)
    return 2 / period * integrate(f * wave, centre - period / 2,
                                  centre + period / 2)


def grid_factor(period):
    """Extra factor of the trapezoidal rule for a wave of this period."""
    half_phase = np.pi * h / period
    return half_phase / np.tan(half_phase)


# Charge density of the junction and its potential by direct integration
rho = np.zeros_like(z)
for n in range(n_planes):
    x1 = z + (n + 0.5) * a1
    x2 = z - (n + 0.5) * a2
    rho += sigma1 * (gauss(x1, s_nuc) - gauss(x1, s_el1))
    rho += sigma2 * (gauss(x2, s_nuc) - gauss(x2, s_el2))
rho += q_int * (gauss(z - d_int / 2, s_int) - gauss(z + d_int / 2, s_int))
slope = cumulative_trapezoid(4 * np.pi * rho, dx=h, initial=0.0)
U = cumulative_trapezoid(slope, dx=h, initial=0.0)

bulk1, bulk2 = span(-65, -35), span(45, 75)
U_box1, U_box2 = box(U, a1), box(U, a2)
F = box(U_box1, a2)
m1, m2 = F[bulk1].mean(), F[bulk2].mean()
step = m2 - m1

# Plateaus are flat and agree with the moments of the charge density
assert peak_to_peak(F, bulk1) < 1e-8 and peak_to_peak(F, bulk2) < 1e-8
Q1 = sigma1 * (s_nuc**2 - s_el1**2)
Q2 = sigma2 * (s_nuc**2 - s_el2**2)
mean1, mean2 = 2 * np.pi * Q1 / a1, 2 * np.pi * Q2 / a2
dipole_part = -4 * np.pi * q_int * d_int
step_moments = mean2 - mean1 + dipole_part
assert abs(m1 - mean1) < 1e-6
assert abs(m2 - mean2 - dipole_part) < 1e-6
assert abs(step - step_moments) < 1e-6

# One filter leaves the other material's oscillation, reduced by sinc.
# The trapezoidal rule shifts these ratios by about 2e-6 on this grid;
# with its known factor included they must agree far more closely.
plane1, plane2 = -10.5 * a1, 10.5 * a2
amp1 = first_harmonic(U, plane1, a1)
amp2 = first_harmonic(U, plane2, a2)
G1 = 2 * np.pi / a1
amp1_poisson = -8 * np.pi * sigma1 / (a1 * G1**2) * (
    np.exp(-0.5 * (G1 * s_nuc)**2) - np.exp(-0.5 * (G1 * s_el1)**2))
assert abs(amp1 - amp1_poisson) < 1e-5
left_in_2 = first_harmonic(U_box1, plane2, a2) / amp2
left_in_1 = first_harmonic(U_box2, plane1, a1) / amp1
assert abs(left_in_2 - np.sinc(a1 / a2)) < 5e-6
assert abs(left_in_1 - np.sinc(a2 / a1)) < 5e-6
assert abs(left_in_2 - np.sinc(a1 / a2) * grid_factor(a2)) < 1e-8
assert abs(left_in_1 - np.sinc(a2 / a1) * grid_factor(a1)) < 1e-8
assert peak_to_peak(U_box1, bulk1) < 1e-8 < 1e-3 < peak_to_peak(U_box1, bulk2)
assert peak_to_peak(U_box2, bulk2) < 1e-8 < 1e-3 < peak_to_peak(U_box2, bulk1)

# A single box works when its width is a common multiple of both periods
common = 30.0
U_common = box(U, common)
mid1, mid2 = span(-55, -45), span(55, 65)
assert peak_to_peak(U_common, mid1) < 1e-8
assert peak_to_peak(U_common, mid2) < 1e-8
assert abs(U_common[mid2].mean() - U_common[mid1].mean() - step) < 1e-7

# Both boxes together act as one trapezoidal kernel, also at the interface
half_window = (a1 + a2) / 2
for point in (-4.0, 0.0, 2.5):
    kernel = np.clip(half_window - abs(z - point), 0, min(a1, a2)) / (a1 * a2)
    assert abs(trapezoid(kernel, dx=h) - 1) < 1e-5
    assert abs(trapezoid(kernel * U, dx=h) - F[idx(point)]) < 1e-5

# Sharp junction at z = 0: the plateaus end exactly half a window away
sharp = np.where(z < 0, -0.1 + 0.3 * np.cos(2 * np.pi * z / a1),
                 0.4 + 0.2 * np.cos(2 * np.pi * z / a2))
F_sharp = box(box(sharp, a1), a2)
assert abs(F_sharp[idx(-half_window - h)] + 0.1) < 1e-9
assert abs(F_sharp[idx(half_window + h)] - 0.4) < 1e-9
assert abs(F_sharp[idx(-half_window + 0.5)] + 0.1) > 1e-4
assert abs(F_sharp[idx(half_window - 0.5)] - 0.4) > 1e-4

# A decaying deviation from bulk bounds the error of the plateau
for point in (-7.0, -8.0, -10.0):
    window = span(point - half_window, point + half_window)
    deep = span(point - half_window - 10 * a1, point + half_window - 10 * a1)
    deviation = np.max(np.abs(U[window] - U[deep]))
    assert abs(F[idx(point)] - m1) <= deviation + 1e-9

# The step is the dipole of the filtered charge; the raw dipole needs a cut
rho_filtered = box(box(rho, a1), a2)
assert np.max(np.abs(rho_filtered[bulk1])) < 1e-10
assert np.max(np.abs(rho_filtered[bulk2])) < 1e-10
step_dipole = -4 * np.pi * integrate(z * rho_filtered, -50, 60)
assert abs(step_dipole - step) < 1e-6
raw_between = -4 * np.pi * integrate(z * rho, -50, 60)
raw_on_planes = -4 * np.pi * integrate(z * rho, plane1, plane2)
assert abs(raw_between - (U[idx(60)] - U[idx(-50)])) < 1e-4
assert abs(raw_on_planes - (U[idx(plane2)] - U[idx(plane1)])) < 1e-4
assert abs(raw_between - step) > 1e-3 and abs(raw_on_planes - step) > 1e-3

# Linear fields pass unchanged; curvature gives a constant shift
field, curvature = 0.002, 0.001
ripple = 0.3 * np.cos(2 * np.pi * z / a1)
inner = span(-60, 60)
F_linear = box(box(ripple + field * z, a1), a2)
assert np.max(np.abs(F_linear - field * z)[inner]) < 1e-8
parabola = 0.5 * curvature * z**2
F_curved = box(box(ripple + parabola, a1), a2)
curved_shift = (F_curved - parabola)[inner].mean()
assert abs(curved_shift - curvature * (a1**2 + a2**2) / 24) < 1e-7
assert np.ptp((F_curved - parabola)[inner]) < 1e-7

# A filter 2 percent too wide leaks in first order but keeps the cell mean
error = 0.02
wide = a1 * (1 + error)
F_wide = box(U_box2, wide)
leak_one_box = first_harmonic(box(U, wide), plane1, a1) / amp1
leak_both = first_harmonic(F_wide, plane1, a1) / amp1
assert abs(leak_one_box + error) < 0.05 * error
assert abs(leak_both - np.sinc(1 + error) * np.sinc(a2 / a1)) < 1e-6
wide_mean = integrate(F_wide, plane1 - a1 / 2, plane1 + a1 / 2) / a1
assert abs(wide_mean - m1) < 1e-7

# Extent of the smeared interface at a stated threshold
threshold = 1e-4
centre = np.arange(idx(-40), idx(40))
z_left = z[centre[np.abs(F[centre] - m1) > threshold][0]]
z_right = z[centre[np.abs(F[centre] - m2) > threshold][-1]]

print(f"periods a1, a2: {a1:.1f}, {a2:.1f} bohr")
print(f"planes per side: {n_planes}")
print(f"sigma1, sigma2: {sigma1:.2f}, {sigma2:.2f} e/bohr^2")
print(f"width of positive charge: {s_nuc:.1f} bohr")
print(f"electron widths 1, 2: {s_el1:.1f}, {s_el2:.1f} bohr")
print(f"interface charge: {q_int:.3f} e/bohr^2")
print(f"interface separation, width: {d_int:.1f}, {s_int:.1f} bohr")
print(f"grid spacing: {h:.2f} bohr")
print(f"second moments Q1, Q2: {Q1:.4f}, {Q2:.4f} e")
print(f"raw peak-to-peak, material 1: {peak_to_peak(U, bulk1):.5f} hartree")
print(f"raw peak-to-peak, material 2: {peak_to_peak(U, bulk2):.5f} hartree")
print(f"box a1 only, left in 2: {peak_to_peak(U_box1, bulk2):.5f} hartree")
print(f"box a2 only, left in 1: {peak_to_peak(U_box2, bulk1):.5f} hartree")
print(f"first-harmonic factor, box a1 in 2: {left_in_2:.4f}")
print(f"first-harmonic factor, box a2 in 1: {left_in_1:.4f}")
print(f"both boxes, ripple in 1: {peak_to_peak(F, bulk1):.1e} hartree")
print(f"both boxes, ripple in 2: {peak_to_peak(F, bulk2):.1e} hartree")
print(f"plateau m1: {m1:.6f} hartree")
print(f"plateau m2: {m2:.6f} hartree")
print(f"step from filter: {step:.6f} hartree = {step * HARTREE_EV:.4f} eV")
print(f"moment mean, material 1: {mean1:.6f} hartree")
print(f"moment mean, material 2, no dipole: {mean2:.6f} hartree")
print(f"interface dipole part: {dipole_part:.6f} hartree")
print(f"step from moments: {step_moments:.6f} hartree")
print(f"step from filtered dipole: {step_dipole:.6f} hartree")
print(f"raw dipole, cut between planes: {raw_between:.4f} hartree")
print(f"raw dipole, cut on planes: {raw_on_planes:.4f} hartree")
print(f"full window of both boxes: {a1 + a2:.1f} bohr")
print(f"common-multiple single box: {common:.1f} bohr")
print(f"smearing threshold: {threshold:.0e} hartree")
print(f"smeared zone: {z_left:.2f} to {z_right:.2f} bohr")
for point in (-10, -5, 0, 5, 10):
    print(f"z={point} bohr: U={U[idx(point)]:.5f}, "
          f"F={F[idx(point)]:.5f} hartree")
print(f"test curvature c: {curvature:.3f} hartree/bohr^2")
print(f"curvature shift: {curved_shift:.6f} hartree")
print(f"too-wide box: {wide:.2f} bohr, error {100 * error:.0f} percent")
print(f"first-harmonic leak, that box alone: {leak_one_box:.5f}")
print(f"first-harmonic leak, with box a2: {leak_both:.5f}")
print(f"ripple left in 1: {peak_to_peak(F_wide, bulk1):.6f} hartree")
print("tests ok")
```

It prints:

```
periods a1, a2: 5.0, 6.0 bohr
planes per side: 20
sigma1, sigma2: 0.10, 0.12 e/bohr^2
width of positive charge: 0.4 bohr
electron widths 1, 2: 1.0, 1.2 bohr
interface charge: 0.001 e/bohr^2
interface separation, width: 2.0, 0.8 bohr
grid spacing: 0.01 bohr
second moments Q1, Q2: -0.0840, -0.1536 e
raw peak-to-peak, material 1: 0.29575 hartree
raw peak-to-peak, material 2: 0.47400 hartree
box a1 only, left in 2: 0.08691 hartree
box a2 only, left in 1: 0.04431 hartree
first-harmonic factor, box a1 in 2: 0.1910
first-harmonic factor, box a2 in 1: -0.1559
both boxes, ripple in 1: 8.1e-15 hartree
both boxes, ripple in 2: 5.4e-14 hartree
plateau m1: -0.105558 hartree
plateau m2: -0.185982 hartree
step from filter: -0.080425 hartree = -2.1885 eV
moment mean, material 1: -0.105558 hartree
moment mean, material 2, no dipole: -0.160850 hartree
interface dipole part: -0.025133 hartree
step from moments: -0.080425 hartree
step from filtered dipole: -0.080425 hartree
raw dipole, cut between planes: -0.0273 hartree
raw dipole, cut on planes: -0.2056 hartree
full window of both boxes: 11.0 bohr
common-multiple single box: 30.0 bohr
smearing threshold: 1e-04 hartree
smeared zone: -5.91 to 5.91 bohr
z=-10 bohr: U=-0.00504, F=-0.10556 hartree
z=-5 bohr: U=-0.00504, F=-0.10601 hartree
z=0 bohr: U=-0.01871, F=-0.14577 hartree
z=5 bohr: U=-0.06121, F=-0.18553 hartree
z=10 bohr: U=-0.22897, F=-0.18598 hartree
test curvature c: 0.001 hartree/bohr^2
curvature shift: 0.002542 hartree
too-wide box: 5.10 bohr, error 2 percent
first-harmonic leak, that box alone: -0.01959
first-harmonic leak, with box a2: 0.00306
ripple left in 1: 0.000868 hartree
tests ok
```
